# Smoluchowski's factor for Knudsen diffusion in a partly specular round tube

## Definitions and conventions

A dilute gas of atoms of mass $m$ at temperature $T$ fills a long, straight, smooth tube of circular cross-section, with radius $R$ and diameter $d=2R$. The $z$ axis runs along the tube. Atoms collide with the wall and not with each other.

At each wall hit one of two things happens, with probabilities that depend neither on speed nor on angle:

- With probability $f$, where $0<f\le1$, the atom is re-emitted diffusely. It forgets its incident velocity and leaves with the velocity distribution of an equilibrium gas at temperature $T$ streaming off the wall.
- With probability $1-f$ it is reflected specularly: the velocity component normal to the wall changes sign and the others are kept.

No atom is lost at the wall, and the time spent on it is neglected. The mean thermal speed is $\bar v=\sqrt{8kT/\pi m}$. The axial diffusivity $D$ can be defined by the displacement $\Delta$ of an atom in equilibrium, $D=\lim_{t\to\infty}\langle\Delta^2\rangle/2t$, or by Fick's law, $J=-D\,dn/dz$, with $n$ the density and $J$ the flux per unit cross-section. The first derivation uses the first definition and the second uses the other. Both give

$$D=\frac{2-f}{f}\,D_K,\qquad D_K=\frac23R\bar v=\frac{d\,\bar v}{3}.$$

A flight is the straight path between two successive wall hits. Its axial step is $\zeta$, which carries a sign, and its duration is $\tau$.

## The geometry of specular flights

Project a flight onto the cross-section. The projection is a chord of the circle. The centre and the two ends of the chord form an isosceles triangle, so the chord makes the same angle $\varphi$ with the normal at both ends, and its length is

$$c=2R\cos\varphi.$$

Specular reflection keeps $v_z$, the transverse speed $v_\perp$ and the angle $\varphi$. The next chord is therefore the previous one rotated about the axis, and

$$\tau=\frac{c}{v_\perp},\qquad \zeta=v_z\tau$$

are the same for every flight until a diffuse hit occurs. Both derivations rest on this fact. It fails in a rectangular duct, where successive chords of one specular path have different lengths.

## First derivation: sequences of flights

**The number of flights.** Let a sequence begin with a diffuse emission and end at the next diffuse hit. It contains $N\ge1$ flights. To have $N=j$, the first $j-1$ hits must be specular and the last diffuse:

$$P(N=j)=f(1-f)^{j-1}.$$

Since $f$ does not depend on velocity, $N$ is independent of $\zeta$ and $\tau$. Put $q=1-f$. Differentiating $\sum_{j\ge0}q^j=1/(1-q)$ once and twice gives

$$\sum_j jq^{j-1}=\frac1{(1-q)^2},\qquad \sum_j j(j-1)q^{j-2}=\frac2{(1-q)^3}.$$

With $1-q=f$ these yield

$$\langle N\rangle=\frac{f}{f^2}=\frac1f,\qquad \langle N(N-1)\rangle=fq\,\frac{2}{f^3}=\frac{2(1-f)}{f^2},$$

$$\langle N^2\rangle=\frac{2(1-f)}{f^2}+\frac{f}{f^2}=\frac{2-f}{f^2}.$$

Because all flights of a sequence are equal, its displacement and duration are $Z=N\zeta$ and $\Theta=N\tau$.

**From sequences to diffusivity.** Let $C(s)=\langle v_z(0)v_z(s)\rangle$ in equilibrium. Writing $\Delta$ as the time integral of $v_z$ gives

$$\frac{\langle\Delta^2\rangle}{2t}=\int_0^t\left(1-\frac st\right)C(s)\,ds\;\longrightarrow\;\int_0^\infty C(s)\,ds .$$

The limit is allowed if $C\ge0$ and its integral is finite; both hold below. Consider two instants separated by $s$. If a diffuse hit lies between them, the later $v_z$ is equally likely to have either sign, whatever the earlier velocity was, so such pairs contribute nothing on average. If both lie in one sequence, $v_z$ is the same at both. In a sequence of duration $\Theta$, the first instant can then lie anywhere in a stretch of length $\Theta-s$, provided $\Theta>s$. Dividing by the mean time per sequence,

$$C(s)=\frac{\langle v_z^2\,(\Theta-s)_+\rangle}{\langle\Theta\rangle},$$

where $(\cdot)_+$ means zero for negative argument. Since $\int_0^\infty(\Theta-s)_+ds=\Theta^2/2$ and $v_z\Theta=Z$,

$$D=\frac{\langle Z^2\rangle}{2\langle\Theta\rangle}
=\frac{\langle N^2\rangle\langle\zeta^2\rangle}{2\langle N\rangle\langle\tau\rangle}
=\frac{2-f}{f}\;\frac{\langle\zeta^2\rangle}{2\langle\tau\rangle}.$$

The averages over $\zeta$ and $\tau$ are taken over diffuse emissions. They do not contain $f$, so the last fraction is the diffusivity at $f=1$.

**One diffuse flight.** Let $\theta$ be the angle between the velocity and the $z$ axis. The cosine of the angle to the wall normal is $\sin\theta\cos\varphi$, and the solid angle element is $\sin\theta\,d\theta\,d\varphi$. The cosine law gives the probability

$$\frac1\pi\sin^2\theta\cos\varphi\,d\theta\,d\varphi,\qquad 0<\theta<\pi,\quad |\varphi|<\frac\pi2 .$$

It is normalized, because the two integrals are $\pi/2$ and $2$. The step is $\zeta=c\cot\theta=2R\cos\varphi\cot\theta$, hence

$$\langle\zeta^2\rangle=\frac{4R^2}{\pi}\int\cos^3\varphi\,d\varphi\int\cos^2\theta\,d\theta
=\frac{4R^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{8R^2}{3}.$$

The path length is $c/\sin\theta$, with mean

$$\frac{2R}{\pi}\int\cos^2\varphi\,d\varphi\int\sin\theta\,d\theta=\frac{2R}{\pi}\cdot\frac\pi2\cdot2=2R .$$

Emitted speeds are independent of direction and have density proportional to $v^3e^{-mv^2/2kT}$, one power of $v$ more than in the gas. Their mean inverse speed is

$$\left\langle\frac1v\right\rangle=\frac{\int v^2e^{-mv^2/2kT}dv}{\int v^3e^{-mv^2/2kT}dv}=\frac1{\bar v},$$

because the inverse of this ratio is the mean speed in the gas. So $\langle\tau\rangle=2R/\bar v$ and

$$D_K=\frac{8R^2/3}{2\,(2R/\bar v)}=\frac23R\bar v .$$

**What the factor measures.** It can be written

$$\frac{2-f}{f}=1+\frac{2(1-f)}{f}=1+2\sum_{k=1}^{\infty}(1-f)^k .$$

The 1 is the contribution of each step with itself. The $k$th term is the correlation between steps $k$ flights apart, which survives if the $k$ hits between them were all specular. If each flight were drawn afresh, the sum would vanish and the factor would be 1. Specular reflection thus raises $D$ by persistence of direction, and the time per flight is unchanged.

## Second derivation: flux down a density gradient

Now impose a small constant gradient $g=dn/dz$ and look for the steady state. Let $M(\mathbf v)$ be the normalized Maxwell distribution, and write the phase-space density as

$$F=M(\mathbf v)\,[\,n_0+gz+g\,h(\mathbf r_\perp,\mathbf v)\,].$$

Here $h$ is a length, taken odd in $v_z$, so that it adds nothing to the density $n_0+gz$. This is a linear-response form, for regions where $gz$ and $gh$ are small beside $n_0$.

**In the gas.** Without collisions $\mathbf v\cdot\nabla F=0$, which becomes $v_z+\mathbf v_\perp\cdot\nabla_\perp h=0$. Along a flight, therefore, $h$ falls at the rate $v_z$. If it starts at $h_0$ just after the wall, it ends at $h_0-\zeta$.

**At the wall.** The outgoing density is $(1-f)$ times the incident density at the mirror velocity, plus $f M\alpha(z)$. The number $\alpha$ is fixed by the condition that as many atoms are re-emitted diffusely as were taken up. The part of $F$ containing $h$ is odd in $v_z$ and brings no net number to the wall, so $\alpha=n_0+gz$. The terms $n_0+gz$ then balance by themselves. The rest requires that the value after the hit be $(1-f)$ times the value before it. Successive specular chords are rotated copies of one another, so an axisymmetric solution has the same $h_0$ at the start of each:

$$h_0=(1-f)(h_0-\zeta)\quad\Rightarrow\quad h_0=-\frac{1-f}{f}\,\zeta .$$

This is odd in $v_z$, as assumed.

**The flux.** For a fixed velocity, the cross-section is filled by parallel chords. Along each, $h$ falls linearly from $h_0$ to $h_0-\zeta$, with mean

$$h_0-\frac\zeta2=-\zeta\left(\frac{1-f}{f}+\frac12\right)=-\frac{2-f}{2f}\,\zeta .$$

The factor appears here with no series and no random count. The flux averaged over the cross-section is

$$J=g\,\langle v_zh\rangle=-g\,\frac{2-f}{2f}\,\langle v_z\zeta\rangle_V ,$$

where $V$ marks an average over the equilibrium gas in the volume. Comparison with $J=-Dg$ gives $D=\frac{2-f}{f}\cdot\frac12\langle v_z\zeta\rangle_V$.

**The prefactor.** With $\zeta=v_zc/v_\perp$, and with $v_z$, $v_\perp$ and the chord length independent in the gas,

$$\langle v_z\zeta\rangle_V=\langle v_z^2\rangle\left\langle\frac1{v_\perp}\right\rangle\langle c\rangle_V .$$

The first factor is $kT/m$. The second is

$$\frac m{kT}\int_0^\infty e^{-mv_\perp^2/2kT}dv_\perp=\sqrt{\frac{\pi m}{2kT}} .$$

For the third, a chord at distance $p$ from the centre has length $2\sqrt{R^2-p^2}$ and covers an area proportional to that length. Hence

$$\langle c\rangle_V=\frac1{\pi R^2}\int_{-R}^{R}4(R^2-p^2)\,dp=\frac{16R}{3\pi}.$$

Together, using $\sqrt{kT/m}=\bar v\sqrt{\pi/8}$,

$$D_K=\frac12\cdot\frac{16R}{3\pi}\sqrt{\frac{\pi kT}{2m}}=\frac{8R}{3\pi}\cdot\frac{\pi\bar v}{4}=\frac23R\bar v .$$

## What each derivation assumes

Both need the round cross-section, free flight between hits, and a wall in equilibrium with the gas. The first follows one atom in a uniform gas and needs independent sequences and a finite $\langle Z^2\rangle$. The second follows the whole gas in a steady gradient and needs a profile that is linear over the length of a sequence. The first shows how the factor arises from persistence; the second shows how it enters a measured flux.

The second also extends easily to a diffuse fraction that depends on speed and angle. Let $f(\mathbf v)$ depend on quantities that specular hits preserve and be even in $v_z$, and let the wall re-emit atoms with density proportional to $f(\mathbf v)M(\mathbf v)$, so that equilibrium is kept velocity by velocity. The equation for $h_0$ then holds for each velocity separately, and

$$\frac D{D_K}=\frac{\langle v_z\zeta\,(2-f)/f\rangle_V}{\langle v_z\zeta\rangle_V}.$$

The weight $v_z\zeta$ is positive and $(2-f)/f=2/f-1$ is convex in $f$. The result is therefore at least as large as the simple factor evaluated at the weighted mean of $f$.

## Limits and finite length

For $f=1,\ 0.9,\ 0.8,\ 0.5,\ 0.2$ the factor is $1,\ 1.22,\ 1.5,\ 3,\ 9$. Near $f=1$ it is about $1+2(1-f)$; for small $f$ it is about $2/f$. At $f=0$ each atom keeps its $v_z$, so $\langle\Delta^2\rangle=(kT/m)t^2$ and no diffusivity exists.

The root-mean-square length of a sequence,

$$\sqrt{\langle Z^2\rangle}=\frac Rf\sqrt{\frac{8(2-f)}3},$$

must be much smaller than the tube length $L$. Between wide parallel plates a distance $b$ apart, specular steps are also equal, but diffusion fails for another reason. A flight at angle $\beta$ to the normal advances by $b\tan\beta$, and the cosine law gives $\langle\tan^2\beta\rangle=2\int_0^{\pi/2}(\sin^3\beta/\cos\beta)\,d\beta$, which diverges logarithmically.

In a tube of finite length, let $W$ be the probability that an atom entering at one end leaves at the other. If the density falls linearly from $n$ to zero, the flux is $Dn/L$ and the incident flux is $n\bar v/4$, so for long tubes

$$W\approx\frac{4D}{\bar vL}=\frac{8R}{3L}\,\frac{2-f}{f}.$$

To find the correction, start from the probability $P(x)$ that one diffuse flight has $\zeta>x$. Put $X=x/2R$ and $s=\sqrt{X^2+1}$. The condition $\zeta>x$ means $\theta<\theta_m$ with $\tan\theta_m=\cos\varphi/X$. Differentiating the cosine-law integral with respect to its limit,

$$\frac{dP}{dX}=-\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\varphi\,d\varphi}{(X^2+\cos^2\varphi)^2}.$$

With $a=X^2$, the substitution $u=\tan\varphi$ gives $I(a)=\int d\varphi/(a+\cos^2\varphi)=\pi/\sqrt{a(a+1)}$. Writing $\cos^2\varphi=(a+\cos^2\varphi)-a$ turns the integral into $\pi-2aI-a^2I'$, so that

$$\frac{dP}{dX}=-1+\frac{2X}s-\frac{X(2s^2-1)}{2s^3}=-1+\frac Xs+\frac X{2s^3}.$$

Integration with $P\to0$ at infinity gives $P=s-X-1/(2s)$.

A whole sequence passes $x$ with probability $E(x)=\sum_jf(1-f)^{j-1}P(x/j)$. Let $w(x)$ be the probability that an atom emitted diffusely at $x$ finally leaves at the far end. Either its sequence carries it out there, or it makes a new diffuse hit at some $y$:

$$w(x)=E(L-x)+\int_0^Lk(|x-y|)\,w(y)\,dy,\qquad k=-\frac{dE}{dx}.$$

In equilibrium, atoms emitted diffusely from a ring of width $dx$ and leaving at the mouth in the same sequence number $2\pi R\,dx\,f(n\bar v/4)E(x)$ per unit time. The reversed paths are entering atoms whose first diffuse hit is in that ring. Dividing by the entering rate $\pi R^2n\bar v/4$ gives the density $(2f/R)E(x)$ of first diffuse hits. Atoms whose first diffuse hit would lie beyond $L$ in a longer tube pass straight through, so

$$W=\frac{2f}R\left[\int_L^\infty E\,dx+\int_0^LE\,w\,dx\right].$$

I solved the equation for $w$ numerically as a linear system on cells of width $0.2R$, with $w$ constant in each cell. For $f=0.8$ the ratio of $W$ to the long-tube formula is about 0.92 at $L=100R$, 0.97 at $400R$ and 0.99 at $1600R$; the finite cell width affects the third decimal. The simple law is approached from below.

## Argon neutrals in a deep etched hole

Take a memory hole in a dielectric stack during plasma etching, with rough typical values: diameter 100 nm, depth 5 µm, gas temperature 400 K and pressure 20 mTorr. The neutral is argon, of mass 39.95 u. The value $f=0.8$ is assumed. The model takes the wall to be at the same temperature as the gas. Inside a deep hole the atoms adopt the wall temperature, and the wafer is often cooler than the gas above it. Since $D\propto\sqrt T$, a wall at 300 K would lower $D$ by 13%, while $W$ does not depend on $T$.

The mean speed is 460.4 m/s. For diffuse walls

$$D_K=\frac{(100\times10^{-9}\ \mathrm m)(460.4\ \mathrm{m/s})}3=0.1535\ \mathrm{cm^2/s},$$

and the factor $1.2/0.8=1.5$ raises this to $D=0.230\ \mathrm{cm^2/s}$, or $2.30\times10^{-5}\ \mathrm{m^2/s}$. A sequence has on average 1.25 flights and a root-mean-square length of 112 nm, far below the depth.

The long-tube formula gives $W=(8/300)\times1.5=0.0400$ for the probability of reaching the bottom plane before leaving at the mouth. The integral equation gives about 0.037, which is roughly 8% lower. For fully diffuse walls it gives 0.0253, so at this depth specular reflection raises $W$ by a factor 1.45 and not 1.5.

If the bottom is closed and the mouth is held at fixed density, the slowest deviation from equilibrium varies as $\sin(\pi z/2L)$, with $z$ measured from the mouth. The diffusion equation gives its decay time

$$\frac{4L^2}{\pi^2D}=0.44\ \text{µs}.$$

This estimate uses the long-tube $D$ and lets the deviation vanish exactly at the mouth. For a hole of this depth the true decay is slower by roughly a tenth.

The neglected effects differ greatly in size:

- **Taper.** Let the diameter narrow linearly to 80 nm at the bottom, with $f$ fixed. Locally the flow is $D\pi r^2|dn/dz|$, proportional to $r^3$. The resistance grows by the depth average of $(R/r)^3$, which is $(0.8^{-2}-1)/(2\times0.2)=1.41$, and the steady flux falls by 29%.
- **Gas collisions.** With a rough atomic diameter $\sigma=0.36$ nm, the mean free path $\lambda=kT/(\sqrt2\,\pi\sigma^2p)$ at pressure $p$ is 3.6 mm. Simply adding the resistances of wall and gas would lower $D$ by about $D/(\lambda\bar v/3)$, or 0.004%. This is an underestimate, because gas collisions cut short the rare long flights first, and these carry much of the diffusion. With collisions that erase the velocity at the rate $\bar v/\lambda$, the loss in an infinitely long tube is about 0.02%. In this hole it is smaller, because the depth is far shorter than $\lambda$ and already removes the longest flights.
- **Adsorption.** A rough binding energy of 0.10 eV and attempt rate of $10^{13}\ \mathrm{s^{-1}}$ give a stay of 1.8 ps per diffuse hit, against a mean flight time of 217 ps. There is one stay per sequence of $1/f$ flights, so exchange is slowed by $0.8\times1.8/217$, or 0.7%. The stay grows exponentially as the wall cools: with the same rough inputs the slowing is 1.5% at 300 K and about 6% at 213 K. The steady flux at given gas density is unchanged.

The least certain input is $f$. Real etched sidewalls can be rough and covered with deposited film, which favours diffuse scattering. If the wall is fully diffuse, $D$ falls by a third from the value above. Roughness and taper together matter far more here than gas collisions. Reactive radicals are a different case: they are consumed at the wall, and their transport equation needs a loss term that this model omits.

Numerical values quoted here were computed with a short program.
